\section*{Does faster coolant raise the laminar Nusselt number?}

\section{The belief and the quantities in it}

\textbf{Q.} When I double the water flow between two hot chips, they run cooler. I read this as better heat transfer at the wall: faster water sweeps the heat away, the thermal layer gets thinner, and the Nusselt number goes up. Is anything wrong with that?

\textbf{A.} The chips do run cooler. Whether the Nusselt number is responsible depends on where in the channel you look, so let us fix a case that can be solved. Two parallel plates are a distance $2a$ apart, and each delivers the same uniform flux $q$ to the liquid. The flow is steady and laminar with mean speed $U$, and the properties are constant: conductivity $k$, density $\rho$, specific heat $c$, viscosity $\mu$, diffusivity $\alpha=k/(\rho c)$. Let $x$ run along the flow from the inlet, where the liquid has temperature $T_{\rm in}$, and let $y$ run from the mid-plane to one wall. The hydraulic diameter is twice the gap, $D_h=4a$. How would you define the heat transfer coefficient?

\textbf{Q.} Flux divided by wall temperature minus inlet temperature.

\textbf{A.} That mixes two things. The liquid warms as it travels, so your difference grows downstream even if nothing changes at the wall. The Nusselt number uses the local bulk temperature, the flow-weighted mean:
\begin{equation}
T_b=\frac{1}{Ua}\int_0^a uT\,dy,\qquad h=\frac{q}{T_w-T_b},\qquad \mathrm{Nu}=\frac{hD_h}{k}.
\label{def}
\end{equation}
The wall temperature is then a sum, $T_w=T_{\rm in}+(T_b-T_{\rm in})+(T_w-T_b)$. I shall call the first difference the bulk rise and the second the film difference. Nu concerns the film difference alone.

\section{What speed does to the bulk}

\textbf{Q.} Then show me how each part depends on speed.

\textbf{A.} First the velocity. Suppose its profile is already developed. The pressure drop $\Delta p$ over length $L$ balances viscous stress, $\mu u''=-\Delta p/L$. With $u'(0)=0$ by symmetry and $u(a)=0$ at the wall, two integrations give $u=\Delta p\,(a^2-y^2)/(2\mu L)$. Its mean over $0<y<a$ is $U=\Delta p\,a^2/(3\mu L)$. Hence, with $\eta=y/a$,
\begin{equation}
u=Uw(\eta),\qquad w=\tfrac32(1-\eta^2),\qquad \Delta p=\frac{3\mu UL}{a^2}.
\label{vel}
\end{equation}
The shape $w$ has unit mean and does not contain $U$.

Neglecting viscous heating and conduction along the stream, the energy equation is
\begin{equation}
\rho c\,u\,\frac{\partial T}{\partial x}=k\frac{\partial^2T}{\partial y^2}.
\label{energy}
\end{equation}
Integrate it from $y=0$ to $a$. The left side becomes $\rho cUa\,dT_b/dx$ by the definition of $T_b$. The right side is $k\,\partial_yT$ at the wall, which equals $q$ because heat enters there, minus its value at the mid-plane, which is zero. So
\begin{equation}
T_b-T_{\rm in}=\frac{qx}{\rho cUa}.
\label{bulk}
\end{equation}
Doubling $U$ halves the bulk rise.

\section{The film difference far downstream}

\textbf{Q.} Fine, but the faster stream must also pull heat off the wall more effectively.

\textbf{A.} Look at the left side of (\ref{energy}) far downstream, where the temperature profile keeps its shape and every layer warms at the bulk rate. There $\partial T/\partial x=q/(\rho cUa)$, so
\[
\rho c\,u\,\frac{\partial T}{\partial x}=\rho c\,Uw\,\frac{q}{\rho cUa}=\frac{qw}{a}.
\]
The speed has cancelled. At higher speed more liquid passes each second, but each parcel warms proportionately less per millimetre. The curvature of the temperature across the gap is therefore the same at every speed. The streamlines are parallel to the walls, so there is no sweeping motion across the gap, and heat reaches the interior by conduction.

To get the number, define
\begin{equation}
\theta=\frac{k(T-T_{\rm in})}{qa},\qquad \xi=\frac{\alpha x}{Ua^2}.
\end{equation}
Then $\partial_xT=(qa/k)(\alpha/Ua^2)\,\theta_\xi$ and $\partial_y^2T=(qa/k)\,\theta_{\eta\eta}/a^2$. Inserted in (\ref{energy}), with $\rho c\alpha=k$, both sides carry the factor $q/a$, and
\begin{equation}
w\,\theta_\xi=\theta_{\eta\eta},\qquad \theta_\eta(0)=0,\quad \theta_\eta(1)=1,\quad \theta(\xi=0)=0.
\label{scaled}
\end{equation}
Speed survives only inside $\xi$. Equation (\ref{bulk}) becomes $\theta_b=\xi$.

The developed solution is $\theta=\xi+g(\eta)$ with $g''=w$. Since $\theta_b=\xi$, we need $\int_0^1wg\,d\eta=0$. Let $G(\eta)=\int_0^\eta w\,d\eta'$, so that $g'=G$ and $G(1)=1$, as the wall condition requires. Integrating by parts,
\[
0=\int_0^1G'g\,d\eta=g(1)-\int_0^1G^2\,d\eta .
\]
The scaled film difference $F=\theta_w-\theta_b$ is $g(1)$ here. With $G=(3\eta-\eta^3)/2$,
\begin{equation}
F_\infty=\int_0^1G^2d\eta=\frac14\int_0^1(9\eta^2-6\eta^4+\eta^6)\,d\eta
=\frac14\Big(3-\frac65+\frac17\Big)=\frac{17}{35}.
\label{finf}
\end{equation}
Since $T_w-T_b=(qa/k)F$, we have $h=k/(aF)$ and
\begin{equation}
\mathrm{Nu}=\frac{4}{F},\qquad \mathrm{Nu}_\infty=\frac{140}{17}\approx8.235 .
\label{nu}
\end{equation}

\textbf{Q.} So nothing about the flow matters?

\textbf{A.} Its shape matters. If the liquid moved as a solid slug, $w=1$ and $G=\eta$, the integral would be $1/3$ and Nu would be 12, because more of the stream would run close to the wall. Raising $U$ in laminar flow with constant viscosity scales the parabola without changing its shape.

The value $140/17$ belongs to this cross-section and this heating. Another duct, or walls held at fixed temperature, has another number. If axial conduction is negligible, speed again enters only through $\xi$, so a limit reached as $\xi\to\infty$ cannot contain $U$.

\section{Where the belief is right}

\textbf{Q.} My thermal layer argument still seems sound. A faster stream leaves less time for heat to diffuse inward.

\textbf{A.} It is sound as long as there is a layer, that is, before heat has filled the gap. Add to the developed solution a part that decays downstream:
\begin{equation}
\theta=\xi+g-\sum_{n\ge1}c_n\phi_n(\eta)e^{-\lambda_n\xi},\qquad
\phi_n''+\lambda_nw\phi_n=0,\quad \phi_n'(0)=\phi_n'(1)=0 .
\end{equation}
Each term satisfies (\ref{scaled}) with zero wall flux. Multiplying the mode equation by $\phi_n$ and integrating by parts gives $\lambda_n\int w\phi_n^2=\int\phi_n'^2$ (integrals run from 0 to 1), so the non-constant modes have $\lambda_n>0$ and decay. Integrating the mode equation itself gives $\int w\phi_n=0$: the modes carry no bulk temperature.

These are the modes of a Sturm--Liouville problem, hence complete and orthogonal with weight $w$. The inlet condition $g=\sum c_n\phi_n$ gives $c_n=\int wg\phi_n/N_n$ with $N_n=\int w\phi_n^2$. The constant mode is absent because $\int wg=0$. Two integrations by parts evaluate the numerator:
\[
\lambda_n\!\int\! wg\phi_n=-\!\int\! g\phi_n''=\int g'\phi_n'
=g'(1)\phi_n(1)-\!\int\! w\phi_n=\phi_n(1).
\]
The boundary term $g\phi_n'$ vanishes at both ends, and $g'(0)=0$, $g'(1)=1$, $g''=w$ were used. So $c_n=\phi_n(1)/(\lambda_nN_n)$, and at the wall
\begin{equation}
F(\xi)=\frac{17}{35}-\sum_{n\ge1}A_ne^{-\lambda_n\xi},\qquad
A_n=\frac{\phi_n(1)^2}{\lambda_nN_n}>0 .
\label{F}
\end{equation}
No $A_n$ is zero, since a mode with both value and slope zero at the wall would vanish everywhere.

All the exponentials decay, so $F$ rises with $\xi$ and Nu falls towards $140/17$ from above. At a fixed position, a larger $U$ means a smaller $\xi$ and hence a larger local Nu. Your intuition describes this region.

\textbf{Q.} How long is the region?

\textbf{A.} Let it end where Nu is 5\% above its limit, so that $F=F_\infty/1.05$ and the sum in (\ref{F}) equals $0.0476\,F_\infty=0.0231$. Numerically $\lambda_1=12.25$ and $A_1=0.2222$, while $\lambda_2=45.97$ makes the second mode negligible there. Thus
\begin{equation}
\xi_e=\frac{\ln(0.2222/0.0231)}{12.25}\approx0.185,\qquad
x_e=\xi_e\frac{Ua^2}{\alpha}=0.0115\,D_h\,\mathrm{Re}\,\mathrm{Pr},
\label{xe}
\end{equation}
with $\mathrm{Re}=\rho UD_h/\mu$ and $\mathrm{Pr}=\mu c/k$. The last form follows from $D_h\mathrm{Re}\,\mathrm{Pr}=UD_h^2/\alpha=16Ua^2/\alpha$. Heat needs a time of order $a^2/\alpha$ to cross the half-gap, and the liquid travels a distance proportional to $U$ meanwhile.

\textbf{Q.} And close to the inlet, how strongly does speed help?

\textbf{A.} As a cube root, provided the velocity profile is already parabolic where the heating starts. Let $s=1-\eta$ be the scaled distance from the wall. In a thin layer $w=\tfrac32(2s-s^2)\approx3s$, so $3s\,\theta_\xi=\theta_{ss}$. The scaled inward flux $f=-\theta_s$ is 1 at the wall and 0 far from it. Dividing by $3s$ and differentiating gives $f_\xi=\partial_s[f_s/(3s)]$. Try $f=f(t)$ with $t=s^3/(3\xi)$. Then $f_\xi=-tf'/\xi$ and $f_s/(3s)=sf'/(3\xi)$, whose $s$-derivative is $f'/(3\xi)+tf''/\xi$. Therefore
\[
\frac{f''}{f'}=-1-\frac1{3t},\qquad f'=-\frac{t^{-1/3}e^{-t}}{\Gamma(2/3)},
\]
where the constant makes $f$ fall from 1 to 0. The wall temperature is the integral of the flux across the layer. By parts, with $s=(3\xi t)^{1/3}$,
\begin{equation}
\theta_w=\int_0^\infty f\,ds=-\int_0^\infty sf'\,dt=\frac{(3\xi)^{1/3}}{\Gamma(2/3)} .
\end{equation}
For small $\xi$ the bulk value $\theta_b=\xi$ is negligible beside this, so $F\propto\xi^{1/3}$ and $\mathrm{Nu}\propto U^{1/3}$ at fixed $x$.

\section{Why an average can mislead}

\textbf{Q.} Suppose I report one coefficient for the whole channel. Would it rise with flow?

\textbf{A.} Yes, because the average includes the entrance. Define it by $q$ divided by the length-averaged film difference, so $\overline{\mathrm{Nu}}=4/\overline F$. Let $\xi_L$ be $\xi$ at the outlet. Averaging (\ref{F}) from 0 to $\xi_L$ gives
\begin{equation}
\overline F=\frac{17}{35}-\frac1{\xi_L}\sum_{n\ge1}\frac{A_n}{\lambda_n}\big(1-e^{-\lambda_n\xi_L}\big)
\;\longrightarrow\;\frac{17}{35}-\frac S{\xi_L}
\label{mean}
\end{equation}
for a long channel, with $S=\sum A_n/\lambda_n$. Since $A_n/\lambda_n=c_n^2N_n$, orthogonality gives $S=\int wg^2$. Write $g=p-\int wp$ with $p=\tfrac34\eta^2-\tfrac18\eta^4$, so that $S=\int wp^2-(\int wp)^2$. With $\int w\eta^m=3/[(m+1)(m+3)]$,
\[
S=\Big(\frac{27}{560}-\frac1{112}+\frac1{2112}\Big)-\Big(\frac{39}{280}\Big)^2=\frac{823}{40425}\approx0.0204 .
\]
Because $1/\xi_L\propto U/L$, the excess of the average over $140/17$ grows in proportion to $U/L$ while it is small. An average that rises with flow is compatible with a developed value that does not move.

\section{Two stacked chips}

\textbf{Q.} Put numbers on it. Which effect cools my chips?

\textbf{A.} Take a plain gap of $100\,\mu$m between two silicon dies, so $a=50\,\mu$m and $D_h=200\,\mu$m. It is 10 mm long and 10 mm wide. Each face delivers 40 W/cm$^2$, 80 W in total, and water enters at $25\,^\circ$C. Rough values for water near $30\,^\circ$C are $k=0.60$ W/(m\,K), $\rho=1000$ kg/m$^3$, $c=4200$ J/(kg\,K) and $\mu=0.80$ mPa\,s. At 0.5 m/s the bulk rise at the outlet is
\[
\frac{(4\times10^5)(0.010)}{(4.2\times10^6)(0.5)(5\times10^{-5})}\ \mathrm{K}=38.1\ \mathrm K .
\]
The film scale is $qa/k=33.3$ K, so the developed film difference is $33.3\times17/35=16.2$ K. Both differences grow along the channel, so the hottest point is the outlet wall, at $79.3\,^\circ$C. With flux and geometry held fixed:

\begin{center}
\begin{tabular}{rrrrrrr}
$U$ & $x_e$ & bulk & film & peak & Nu & $\overline{\mathrm{Nu}}$\\
(m/s) & (mm) & (K) & (K) & ($^\circ$C) & outlet & \\ \hline
0.5 & 1.6 & 38.1 & 16.2 & 79.3 & 8.24 & 8.55\\
1 & 3.2 & 19.0 & 16.2 & 60.2 & 8.24 & 8.89\\
2 & 6.5 & 9.5 & 16.0 & 50.5 & 8.35 & 9.61\\
4 & 12.9 & 4.8 & 14.9 & 44.7 & 8.95 & 10.95
\end{tabular}
\end{center}

From 0.5 to 1 m/s the peak falls by 19 K, of which the film contributes 0.01 K. From 2 to 4 m/s it falls by 5.8 K: 4.8 K from the bulk and 1.1 K from the film, because the entrance now extends past the outlet. The average Nu rises by 28\% over the whole range, yet most of the cooling is still reduced bulk heating.

As a test, (\ref{energy}) was also integrated step by step along a 100 mm channel at these four speeds, without using the modes. Nu at the far end came out as 8.235 each time, and the entrance lengths agreed with (\ref{xe}) within 0.5\%. At 0.1 mm from the inlet, the formula (\ref{F}) makes the local Nu at 4 m/s 1.255 times that at 2 m/s, close to the cube root of two, 1.260.

\textbf{Q.} So I should keep turning up the pump?

\textbf{A.} The return shrinks. The bulk rise can at most vanish, while by (\ref{vel}) the pressure drop grows as $U$ and the pumping power, pressure drop times volume flow, as $U^2$. From 0.5 to 4 m/s they go from 4.8 to 38 kPa and from 2.4 to 154 mW, not counting pump losses.

To lower a developed film difference, narrow the gap: it is $(17/35)\,qa/k$. At fixed speed, though, the bulk rise grows as $1/a$. Halving the gap at 1 m/s gives a film difference of 8.1 K but a bulk rise of 38.1 K, and the peak goes up to about $71\,^\circ$C. Doubling the speed as well restores the 19.0 K bulk rise and brings the peak to about $52\,^\circ$C, at eight times the original pressure drop.

\section{What a real stack changes}

\textbf{Q.} Would a real stack follow these figures?

\textbf{A.} Only roughly. The flux and gap are plausible for liquid cooling between stacked dies, but a completely open gap is an idealization. Vertical electrical connections normally have to cross it, often inside pins or fins. Pins deflect the flow and restart thermal layers, so the parallel-flow argument fails there and Nu may depend on speed; this calculation does not size that change. Chip power is also uneven, whereas $q$ here is uniform.

For the open gap, the main corrections can be estimated:

\begin{itemize}
\item \emph{Conductivity.} At 0.5 m/s the outlet film is near $71\,^\circ$C, where water conducts about 8\% better than at $30\,^\circ$C and about 10\% better than the rounded 0.60 W/(m\,K) assumed. This lowers the film difference there by roughly 1.5 K.
\item \emph{Viscosity.} Water is thinner at the hot wall, which shifts flow towards it. With a rough empirical viscosity law, the developed Nu becomes 8.38 at the outlet bulk temperature of the 0.5 m/s case and 8.44 at that of the 4 m/s case. Through viscosity alone, speed thus acts on the developed value indirectly by under 1\%. If the conductivity also follows the temperature, Nu based on the bulk conductivity is about 8.43 and 8.57, and the developed film difference about 14.5 and 15.2 K, the smaller value belonging to the slower, hotter stream. The thinner hot water also lowers the pressure drop, to about 3.3 kPa at 0.5 m/s and 36 kPa at 4 m/s, so it rises faster than in proportion to $U$.
\item \emph{Silicon.} A die of thickness $t_s=50\,\mu$m and conductivity $k_s=130$ W/(m\,K) obeys $h(T_w-T_b)=q+k_st_sT_w''$. With constant $h$, disturbances decay over $\ell=\sqrt{k_st_s/h}=0.51$ mm, a third of the entrance length at 0.5 m/s, so the steep drop of the wall temperature towards the inlet is smoothed. If the die edge is insulated, the wall slope of 3.8 K/mm must vanish at the outlet, which in this estimate lowers the peak by about $3.8\times0.51\approx1.9$ K. The actual drop is nearer 1.5 K: over so short a distance a change in wall flux alters the film difference by less than a constant $h$ implies, and the heat that the die carries towards the inlet slightly warms the stream.
\item \emph{Developing velocity.} Momentum diffuses Pr $=5.6$ times faster than heat, so the profile needs roughly $x_e/\mathrm{Pr}=2.3$ mm to form at 4 m/s. Up to there (\ref{F}) is least reliable and the cube-root law does not hold: with a flat inlet profile the local Nu at 0.1 mm and 4 m/s is about 42 instead of 33, and 1.35 rather than 1.255 times its value at 2 m/s. The outlet and average values in the table move by about 1\% or less. The dynamic head, 8 kPa, also shows that inlet losses are not negligible beside the 38 kPa.
\end{itemize}

Viscous heating at 4 m/s warms the bulk by about 9 mK and the wall, near which it is strongest, by about 24 mK; axial conduction in the water is about $3\times10^{-5}$ of the heat carried by the flow at 0.5 m/s. The largest Re is 1000, below the rough value of 2000 at which I would begin to doubt laminar flow. In turbulent flow, eddies carry heat across the gap and grow stronger with speed. In the developed region every layer still warms at the bulk rate, but the transport across the gap now depends on speed, and your picture of faster water sweeping heat from the wall becomes a fair one.

\textbf{Q.} Then for my laminar gap I had the right observation and the wrong cause. The chips cool because the water arrives at the outlet less warm, and any sizeable gain in Nu comes from the part of the channel that heat has not yet filled.

\textbf{A.} Yes, and comparing $x_e$ with the channel length tells you how large that part is. The numerical output lists the remaining values for each speed.

\section*{Values computed for the example and the checks}
\begin{verbatim}
gap 100 um, length 10 mm, width 10 mm, D_h 200 um
flux per face 40 W/cm2, inlet 25 C, total heat 80 W
water: k 0.60 W/(m K), rho 1000 kg/m3, c 4200 J/(kg K), mu 0.80 mPa s
diffusivity 1.4286e-07 m2/s, Prandtl number 5.60
developed F = 17/35 = 0.48571, Nu = 8.2353
developed h = 24.71 kW/(m2 K), film scale q*a/k = 33.33 K
developed wall-bulk difference 16.19 K
slug-flow developed Nu 12.000
first mode: lambda_1 12.2535, A_1 0.22223
second mode: lambda_2 45.9679, A_2 0.07253
S = 823/40425 = 0.020359
entrance (5 %): xi_e 0.1847, x_e/(D_h Re Pr) 0.01154
near-inlet law error: 0.24 % at xi=1e-4, 0.16 % at xi=1e-5
U 0.5 m/s: Re 125, xi_L 1.1429, x_e 1.62 mm (march 1.62 mm)
  bulk rise 38.10 K, outlet wall-bulk 16.19 K, peak wall 79.29 C
  Nu outlet 8.235, Nu mean 8.549, Nu march at 100 mm 8.235
  pressure drop 4.80 kPa, pump power 2.40 mW
U 1.0 m/s: Re 250, xi_L 0.5714, x_e 3.23 mm (march 3.23 mm)
  bulk rise 19.05 K, outlet wall-bulk 16.18 K, peak wall 60.23 C
  Nu outlet 8.239, Nu mean 8.887, Nu march at 100 mm 8.235
  pressure drop 9.60 kPa, pump power 9.60 mW
U 2.0 m/s: Re 500, xi_L 0.2857, x_e 6.46 mm (march 6.46 mm)
  bulk rise 9.52 K, outlet wall-bulk 15.97 K, peak wall 50.49 C
  Nu outlet 8.351, Nu mean 9.607, Nu march at 100 mm 8.235
  pressure drop 19.20 kPa, pump power 38.40 mW
U 4.0 m/s: Re 1000, xi_L 0.1429, x_e 12.93 mm (march 12.93 mm)
  bulk rise 4.76 K, outlet wall-bulk 14.90 K, peak wall 44.66 C
  Nu outlet 8.948, Nu mean 10.951, Nu march at 100 mm 8.235
  pressure drop 38.40 kPa, pump power 153.60 mW
0.5 to 1.0 m/s: peak falls 19.05 K = bulk 19.05 K + film 0.01 K
1.0 to 2.0 m/s: peak falls 9.74 K = bulk 9.52 K + film 0.22 K
2.0 to 4.0 m/s: peak falls 5.83 K = bulk 4.76 K + film 1.07 K
local Nu ratio, 4 over 2 m/s, at 0.1 mm: 1.255 (cube root of 2: 1.260)
Neglected effects:
  viscosity varies, outlet bulk 63.1 C (0.5 m/s): developed Nu 8.378
    water viscosity at that bulk temperature 0.442 mPa s
  viscosity varies, outlet bulk 29.8 C (4.0 m/s): developed Nu 8.438
    water viscosity at that bulk temperature 0.801 mPa s
  water k at 71 C above its 30 C value by 7.6 %
  silicon (50 um, 130 W/(m K)) spreads heat over 0.51 mm
  outlet wall lowered by spreading at 0.5 m/s: about 1.95 K
  velocity entrance at 4 m/s, about x_e/Pr: 2.31 mm
  dynamic head at 4 m/s: 8.00 kPa
  viscous heating at 4 m/s: 9.14 mK
  axial conduction/advection at 0.5 m/s: 2.9e-05
  gap/width (side walls): 1.0 %
\end{verbatim}
